# Constant film potential and parabolic oxidation under a uniform field: verification in Python

```python
"""
Result under test: in an oxide film 0 < x < L with uniform field and fixed
boundary concentrations, zero net charge current fixes a film potential V that
does not depend on L, and the film grows as L^2 = L0^2 + 2 k t.
Symbols: phi = e V / kT with V = psi(L) - psi(0); z = charge number;
D = diffusivity; c0, cL = concentrations at metal side and oxygen side;
B(u) = u/(exp(u)-1); omega = oxide volume per arriving cation;
flux = (D/L) [B(z phi) c0 - B(-z phi) cL], positive from metal to oxygen.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def bernoulli(u):
    return 1.0 if u == 0 else u / np.expm1(u)


def flux_times_L(z, D, c0, cL, phi):
    return D * (bernoulli(z * phi) * c0 - bernoulli(-z * phi) * cL)


def charge_balance(phi, species):
    return sum(s[0] * flux_times_L(*s, phi) for s in species)


def phi_divalent(Di, De, ci0, ciL, ce0, ceL):
    """Closed form for cations of charge +2 and electrons."""
    a = 4 * Di * ciL + De * ce0
    b = De * (ce0 - ceL)
    c = 4 * Di * ci0 + De * ceL
    return np.log(2 * c / (b + np.sqrt(b * b + 4 * a * c)))


def grid_flux(z, D, c0, cL, g, L, n=400):
    """Steady flux by finite differences; g = e E / kT (inverse length)."""
    h = L / n
    p = z * g * h / 2
    bands = np.zeros((3, n - 1))
    bands[0, 1:] = -(1 - p)
    bands[1] = 2.0
    bands[2, :-1] = -(1 + p)
    rhs = np.zeros(n - 1)
    rhs[0] = (1 + p) * c0
    rhs[-1] += (1 - p) * cL
    c = solve_banded((1, 1), bands, rhs)
    return D / h * ((1 + p) * c0 - (1 - p) * c[0])


def grid_zero_current_field(species, L, n=400):
    def net(g):
        return sum(s[0] * grid_flux(*s, g, L, n) for s in species)
    return brentq(net, -12 / L, 12 / L, xtol=1e-12, rtol=1e-12)


# ---- Film potential from the transport equation, at several thicknesses ----
Di_t, De_t, ci0_t, ciL_t, ce0_t, ceL_t = 1.0, 30.0, 1.0, 0.05, 0.8, 0.1
pair2 = [(2, Di_t, ci0_t, ciL_t), (-1, De_t, ce0_t, ceL_t)]
pair1 = [(1, Di_t, ci0_t, ciL_t), (-1, De_t, ce0_t, ceL_t)]
phi2 = phi_divalent(Di_t, De_t, ci0_t, ciL_t, ce0_t, ceL_t)
phi1 = np.log((Di_t * ci0_t + De_t * ceL_t) / (Di_t * ciL_t + De_t * ce0_t))
grid_error = 0.0
for L_t, n_t in ((1.0, 300), (4.0, 500), (16.0, 700)):
    for pair, phi_formula in ((pair2, phi2), (pair1, phi1)):
        phi_grid = -grid_zero_current_field(pair, L_t, n_t) * L_t
        grid_error = max(grid_error, abs(phi_grid - phi_formula))
# second-order grid error is of order (z phi / n)^2
assert grid_error < 1e-4

# ---- Growth run driven by the grid solver, compared with the parabola ----
omega_t, t_end = 0.1, 100.0


def growth_rate(t, y):
    g = grid_zero_current_field(pair2, y[0])
    return [omega_t * grid_flux(*pair2[0], g, y[0])]


run = solve_ivp(growth_rate, (0, t_end), [1.0], rtol=1e-7, atol=1e-9)
assert run.success
k_t = omega_t * flux_times_L(*pair2[0], phi2)
L_parabola = np.sqrt(1 + 2 * k_t * t_end)
growth_error = abs(run.y[0, -1] / L_parabola - 1)
assert growth_error < 1e-4

# ---- One root only, and the criterion for growth, on random cases ----
rng = np.random.default_rng(5)
scan = np.linspace(-30, 30, 601)
for trial in range(40):
    D = 10 ** rng.uniform(-2, 2, 3)
    c = 10 ** rng.uniform(-3, 0, (3, 2))
    three = [(z, D[i], c[i, 0], c[i, 1]) for i, z in enumerate((2, 1, -1))]
    F = np.array([charge_balance(p, three) for p in scan])
    assert np.all(np.diff(F) < 0)
    assert np.count_nonzero(np.diff(np.sign(F))) == 1
    two = [three[0], three[2]]
    root = brentq(charge_balance, -60, 60, args=(two,), xtol=1e-13)
    drive = np.log(c[0, 0] / c[0, 1]) + 2 * np.log(c[2, 0] / c[2, 1])
    assert np.sign(flux_times_L(*two[0], root)) == np.sign(drive)
no_root = [(2, 1.0, 1.0, 0.0), (-1, 1.0, 0.0, 1.0)]
assert all(charge_balance(p, no_root) > 0 for p in scan)

# ---- Worked example: rough round values, regime of zinc oxidation ----
e, kB, h, m0 = const.e, const.k, const.h, const.m_e
T = 600.0
kT = kB * T
Vt = kT / e
Z = 2
omega = 0.024e-27
Di = 1e-10 * 1e-4
mobility = 50e-4
De = mobility * Vt
ci0, ciL, ce0, ceL = 1e22, 1e20, 2e22, 2e20
eps_r, mass_ratio, hop = 8.5, 0.25, 0.3e-9
L_start, L_end = 3e-9, 20e-9
phi = phi_divalent(Di, De, ci0, ciL, ce0, ceL)
V = phi * Vt
jL = flux_times_L(Z, Di, ci0, ciL, phi)
k = omega * jL
growth_time = (L_end**2 - L_start**2) / (2 * k)
enhancement = jL / (Di * (ci0 - ciL))
assert jL > 0

phi_fast = np.log(ceL / ce0)
phi_slow = np.log(ci0 / ciL) / Z
assert abs(phi - phi_fast) < 1e-6
assert abs(phi_divalent(Di, Di * 1e-8, ci0, ciL, ce0, ceL) - phi_slow) < 1e-5
V_slower = Vt * phi_divalent(Di, De * 1e-6, ci0, ciL, ce0, ceL)


# ---- Space charge: Poisson and transport equations solved together ----
def with_space_charge(L):
    """Return phi and the ion flux relative to the uniform-field flux."""
    lam = L**2 * e**2 * ce0 / (eps_r * const.epsilon_0 * kT)
    ratio = Di * ci0 / (De * ce0)

    def rhs(s, y, par):
        ion, ele, f, pot = y
        return np.vstack((Z * f * ion - par[0],
                          -f * ele - Z * par[0] * ratio,
                          lam * (Z * ion * ci0 / ce0 - ele),
                          -f))

    def ends(ya, yb, par):
        return np.array([ya[0] - 1, yb[0] - ciL / ci0,
                         ya[1] - 1, yb[1] - ceL / ce0, ya[3]])

    s = np.linspace(0, 1, 201)
    j0 = jL / (Di * ci0)
    f0 = -phi
    plateau = j0 / (Z * f0)
    guess = np.vstack((plateau + (1 - plateau) * np.exp(Z * f0 * s),
                       np.exp(-f0 * s), np.full_like(s, f0), -f0 * s))
    sol = solve_bvp(rhs, ends, s, guess, p=[j0], tol=1e-7, max_nodes=20000)
    assert sol.success
    return sol.y[3, -1], sol.p[0] / j0


thicknesses = (3e-9, 10e-9, 20e-9, 50e-9)
space = [with_space_charge(L) for L in thicknesses]
change = [r - 1 for _, r in space]
assert all(abs(p - phi) < 1e-4 for p, _ in space)
assert abs(change[0]) < 0.01 and abs(change[2]) < 0.05
# weak space charge enters in proportion to L^2
assert abs(change[1] / change[0] / (10 / 3) ** 2 - 1) < 0.1
debye = np.sqrt(eps_r * const.epsilon_0 * kT / (e**2 * ce0))


# ---- Storage of ions in the growing film ----
def outer_flux(kappa):
    def weight(s):
        return np.exp(-Z * phi * s - kappa * s * s / 2)
    area = quad(weight, 0, 1, epsabs=0, epsrel=1e-13)[0]
    slope = (ciL / ci0 - 1) * weight(1.0) / area
    return -slope - Z * phi * ciL / ci0


kappa = k / Di
assert abs(outer_flux(0.0) * Di * ci0 / jL - 1) < 1e-10
storage_change = outer_flux(kappa) / outer_flux(0.0) - 1
assert abs(storage_change) < kappa


# ---- Further neglected effects ----
def hopping_excess(L):
    u = Z * e * abs(V) / L * hop / (2 * kT)
    return np.sinh(u) / u - 1


mass = mass_ratio * m0
Nc = 2 * (2 * np.pi * mass * kT / h**2) ** 1.5
free_path = mobility * mass / e * np.sqrt(3 * kT / mass)
barrier = kT * (np.log(Nc / ce0) + np.log(Nc / ceL)) / 2


def tunnel_ratio(L):
    """One-way tunnelling flux over one-way drift-diffusion flux."""
    decay = np.exp(-4 * np.pi * L * np.sqrt(2 * mass * barrier) / h)
    tunnel = barrier / (2 * np.pi * h * L**2) * decay
    return tunnel / (De * bernoulli(-phi) * ce0 / L)


print(f"test: largest error of phi, grid vs formula = {grid_error:.1e}")
print(f"test: relative error of final L, run vs parabola = {growth_error:.1e}")
print(f"test: thickness ratio L/L0 reached in growth run = {run.y[0, -1]:.3f}")
print(f"temperature = {T:.0f} K")
print(f"thermal voltage kT/e = {Vt:.5f} V")
print(f"oxide volume per cation = {omega * 1e27:.3f} nm^3")
print(f"ion diffusivity = {Di * 1e4:.1e} cm^2/s")
print(f"electron mobility = {mobility * 1e4:.0f} cm^2/Vs")
print(f"electron diffusivity = {De * 1e4:.3f} cm^2/s")
print(f"ion concentration, metal side = {ci0 * 1e-6:.1e} cm^-3")
print(f"ion concentration, oxygen side = {ciL * 1e-6:.1e} cm^-3")
print(f"electron concentration, metal side = {ce0 * 1e-6:.1e} cm^-3")
print(f"electron concentration, oxygen side = {ceL * 1e-6:.1e} cm^-3")
print(f"relative permittivity = {eps_r:.1f}")
print(f"electron mass ratio = {mass_ratio:.2f}")
print(f"ion hop length = {hop * 1e9:.1f} nm")
print(f"reduced film potential phi = {phi:.4f}")
print(f"film potential V = {V:.4f} V")
print(f"fast-electron limit of V = {phi_fast * Vt:.4f} V")
print(f"slow-electron limit of V = {phi_slow * Vt:.4f} V")
for r in (0.01, 1.0, 100.0):
    v = Vt * phi_divalent(Di, r * Di, ci0, ciL, ce0, ceL)
    print(f"V for De/Di = {r:g}: {round(v, 6) + 0.0:.4f} V")
print(f"ion flux over pure-diffusion flux = {enhancement:.3f}")
for L in (L_start, L_end):
    print(f"field at L = {L * 1e9:.0f} nm: {-V / L * 1e-8:.4f} MV/cm")
    print(f"ion flux at L = {L * 1e9:.0f} nm: {jL / L * 1e-4:.3e} cm^-2 s^-1")
print(f"parabolic constant k = {k * 1e18:.5f} nm^2/s")
print(f"parabolic constant k = {k * 1e4:.3e} cm^2/s")
print(f"growth time, 3 to 20 nm = {growth_time:.0f} s")
print(f"growth time, 3 to 20 nm = {growth_time / 3600:.2f} h")
print(f"Debye length at metal side = {debye * 1e9:.1f} nm")
for L, d in zip(thicknesses, change):
    print(f"space-charge change of flux at {L * 1e9:.0f} nm: {100 * d:.3f} %")
for L in (L_start, L_end):
    print(f"hopping excess at {L * 1e9:.0f} nm: {100 * hopping_excess(L):.3f} %")
print(f"storage parameter k/Di = {kappa:.2e}")
print(f"storage change of outer ion flux = {storage_change:.1e}")
print(f"band density of states Nc = {Nc * 1e-6:.2e} cm^-3")
print(f"degeneracy ratio, metal side = {ce0 / Nc:.2e}")
print(f"electron mean free path = {free_path * 1e9:.2f} nm")
print(f"shift of V if De is cut by 1e6 = {(V_slower - V) * 1e3:.3f} mV")
print(f"mean tunnel barrier = {barrier / e:.3f} eV")
for L in (L_start, L_end):
    print(f"tunnel/drift-diffusion at {L * 1e9:.0f} nm: {tunnel_ratio(L):.2e}")
print("success")
```

Printed output:

```
test: largest error of phi, grid vs formula = 5.3e-06
test: relative error of final L, run vs parabola = 6.8e-07
test: thickness ratio L/L0 reached in growth run = 7.680
temperature = 600 K
thermal voltage kT/e = 0.05170 V
oxide volume per cation = 0.024 nm^3
ion diffusivity = 1.0e-10 cm^2/s
electron mobility = 50 cm^2/Vs
electron diffusivity = 2.585 cm^2/s
ion concentration, metal side = 1.0e+16 cm^-3
ion concentration, oxygen side = 1.0e+14 cm^-3
electron concentration, metal side = 2.0e+16 cm^-3
electron concentration, oxygen side = 2.0e+14 cm^-3
relative permittivity = 8.5
electron mass ratio = 0.25
ion hop length = 0.3 nm
reduced film potential phi = -4.6052
film potential V = -0.2381 V
fast-electron limit of V = -0.2381 V
slow-electron limit of V = 0.1191 V
V for De/Di = 0.01: 0.1075 V
V for De/Di = 1: 0.0000 V
V for De/Di = 100: -0.1823 V
ion flux over pure-diffusion flux = 9.304
field at L = 3 nm: 0.7937 MV/cm
ion flux at L = 3 nm: 3.070e+13 cm^-2 s^-1
field at L = 20 nm: 0.1191 MV/cm
ion flux at L = 20 nm: 4.606e+12 cm^-2 s^-1
parabolic constant k = 0.02211 nm^2/s
parabolic constant k = 2.211e-16 cm^2/s
growth time, 3 to 20 nm = 8843 s
growth time, 3 to 20 nm = 2.46 h
Debye length at metal side = 34.8 nm
space-charge change of flux at 3 nm: -0.045 %
space-charge change of flux at 10 nm: -0.500 %
space-charge change of flux at 20 nm: -1.951 %
space-charge change of flux at 50 nm: -10.429 %
hopping excess at 3 nm: 3.572 %
hopping excess at 20 nm: 0.080 %
storage parameter k/Di = 2.21e-06
storage change of outer ion flux = -2.1e-07
band density of states Nc = 8.87e+18 cm^-3
degeneracy ratio, metal side = 2.25e-03
electron mean free path = 2.35 nm
shift of V if De is cut by 1e6 = 0.394 mV
mean tunnel barrier = 0.434 eV
tunnel/drift-diffusion at 3 nm: 9.26e-01
tunnel/drift-diffusion at 20 nm: 1.66e-26
success
```
